FLL and AMF Corrections for Integer d Shells by Spin Moment

**Problem**

DFT+U adds to a density functional the interaction energy E_I of a localised shell and subtracts a double-counting energy E_dc, which estimates what the functional already contains. The correction is

Δ = E_I − E_dc.

Take one d shell with D = 2l + 1 = 5 orbitals and l = 2. Let n_mσ be the occupation of orbital m with spin σ, let Nσ = Σ_m n_mσ, and write

N = N↑ + N↓, M = N↑ − N↓.

M is the spin moment in Bohr magnetons. The functional is spin-polarised, so E_dc may depend on N↑ and N↓ separately. Spin-orbit coupling is left out. The state of the shell is a single determinant with every n_mσ equal to 0 or 1, for which

E_I = ½ Σ_mm'σσ' U_mm' n_mσ n_m'σ' − ½ Σ_mm'σ J_mm' n_mσ n_m'σ. (1)

U_mm' and J_mm' are the direct and exchange integrals of a spherical interaction with Slater integrals F0, F2 and F4. The parameters are U = F0 and J = (F2 + F4)/14.

Two double countings are to be compared. The fully localised limit (FLL) is

E_FLL = ½U N(N−1) − ½J Σσ Nσ(Nσ−1). (2)

Around mean field (AMF) takes for E_dc the value of (1) when the electrons of each spin are spread evenly, n_mσ = Nσ/D.

(a) Find the average of Δ_FLL over all determinants with given N↑ and N↓.

(b) Write E_AMF in terms of U, J and Nσ.

(c) Find Δ_AMF − Δ_FLL for any determinant. Show that, at fixed N, AMF penalises a large moment relative to FLL, and state the condition on U and J.

(d) Tabulate the corrections for every N and every M ≥ 0, with U = 5 eV, J = 1 eV and F4/F2 = 0.625. These are round model parameters.

(e) Compare the highest with the lowest moment for each N that offers a choice.

**Hints**

1. In (1), the terms with equal orbital and equal spin cancel, because U_mm = J_mm. What remains is a sum over pairs of different spin-orbitals.

2. For the average integrals, sum over all orbitals first. A filled d shell of one spin has a spherical density, and its density matrix follows from the addition theorem for spherical harmonics.

3. In a random determinant with fixed Nσ, the chance that two given orbitals of spin σ are both filled is Nσ(Nσ−1)/[D(D−1)].

4. E_I is the same number in Δ_AMF and Δ_FLL.

5. Use N↑² + N↓² = (N² + M²)/2 and N↑N↓ = (N² − M²)/4.

**Solution**

**The average integrals.** In atomic units the integrals are, with v the interaction between two electrons,

U_mm' = ∬ |φ_m(r)|² |φ_m'(r')|² v(r,r'),
J_mm' = ∬ φ_m*(r) φ_m'(r) φ_m'*(r') φ_m(r') v(r,r').

A spherical v has the expansion v = Σ_k v_k(r,r') P_k(cos γ), where γ is the angle between r and r'. The Slater integral Fk is the average of v_k over the two radial densities. For the bare Coulomb interaction v_k = r_<^k / r_>^(k+1). In DFT+U the Fk are effective parameters, and the angular form is kept.

Sum U_mm' over both indices. The density Σ_m |φ_m|² is spherical and holds D electrons, so only k = 0 contributes:

Σ_mm' U_mm' = D² F0 = 25U. (3)

For exchange, the sum over m and m' produces |ρ(r,r')|², where ρ is the density matrix of the filled shell. By the addition theorem,

ρ(r,r') = Σ_m φ_m(r) φ_m*(r') = R(r) R(r') (D/4π) P_2(cos γ).

The two angular integrations give 4π · 2π ∫dx with x = cos γ. Together with the factor (D/4π)² this is D²/2, hence

Σ_mm' J_mm' = D² Σ_k Fk · ½∫₋₁¹ P_2(x)² P_k(x) dx.

The square of P_2 = (3x² − 1)/2 expands as

P_2² = (1/5)P_0 + (2/7)P_2 + (18/35)P_4.

Since ½∫P_k² dx = 1/(2k+1), the half-integrals are 1/5 for k = 0, (2/7)/5 = 2/35 for k = 2 and (18/35)/9 = 2/35 for k = 4. Therefore

Σ_mm' J_mm' = 25[F0/5 + (2/35)(F2 + F4)] = 5U + (10/7)(14J) = 5U + 20J. (4)

There are 25 opposite-spin pairs of orbitals, and by (3) their average interaction is U. For equal spins, the terms m = m' contribute nothing to the sum of U_mm' − J_mm', so 20 ordered pairs share

25U − (5U + 20J) = 20(U − J).

Their average is U − J. Neither sum depends on the choice of orthonormal d orbitals, because the density and the density matrix of a filled shell do not.

**(a) The FLL average.** Average (1) over all determinants with given N↑ and N↓. Two orbitals of opposite spin are both filled with probability N↑N↓/D², and the sum of the U_mm' is D²U. The factor ½ in (1) is used up because each opposite-spin pair occurs twice. This part gives U N↑N↓.

For equal spins, the probability in hint 3 multiplies the sum D(D−1)(U − J), and the factor ½ stays. Altogether

⟨E_I⟩ = U N↑N↓ + ½(U − J) Σσ Nσ(Nσ−1). (5)

To compare with (2), collect the terms in U and use 2N↑N↓ + Σσ Nσ² = N²:

U[N↑N↓ + ½Σσ Nσ² − ½N] = U[½N² − ½N] = ½U N(N−1).

The terms in J already agree. Thus ⟨E_I⟩ = E_FLL, and

⟨Δ_FLL⟩ = 0 for every N and M. (6)

FLL subtracts the interaction energy of an average integer configuration. A single determinant can still lie above or below this average, because U_mm' and J_mm' depend on the orbitals.

**(b) The AMF energy.** Put n_mσ = Nσ/D into (1). The opposite-spin part is (N↑N↓/D²) · D²U = U N↑N↓. The equal-spin part is ½(Nσ/D)² · D(D−1)(U − J) for each spin. With D − 1 = 2l = 4,

E_AMF = U N↑N↓ + ½(U − J)(4/5) Σσ Nσ². (7)

The difference from (5) lies in how equal-spin pairs are counted. Integer occupations give Nσ(Nσ−1) ordered pairs. Even spreading gives (1 − 1/D)Nσ² instead.

**(c) The difference.** The interaction energy cancels between the two corrections:

Δ_AMF − Δ_FLL = E_FLL − E_AMF.

Insert (5) and (7). The terms U N↑N↓ cancel, and

Δ_AMF − Δ_FLL
= ½(U − J) Σσ [Nσ² − Nσ − (1 − 1/D)Nσ²]
= −½(U − J) Σσ [Nσ − Nσ²/D]. (8)

With Σσ Nσ = N and Σσ Nσ² = (N² + M²)/2 this becomes

Δ_AMF − Δ_FLL = (U − J)[(N² + M²)/(4D) − N/2]. (9)

At fixed N, only the term (U − J)M²/(4D) varies. For U > J it grows with |M|, so AMF raises a high-spin determinant relative to a low-spin one by more than FLL does. For U = J the two schemes agree. For U < J the order is reversed.

For a positive interaction v the condition U > J holds by itself. For two different orbitals a and b,

U_ab − J_ab = ½∬ |φ_a(r)φ_b(r') − φ_b(r)φ_a(r')|² v(r,r') > 0,

because the square expands into two direct terms and two exchange terms. The average U − J is then positive too. Effective parameters chosen separately need not obey this, so the condition must be kept.

The penalty can be read in two ways. First, for occupations 0 or 1 we have n_mσ² = n_mσ, so

Σ_m (n_mσ − Nσ/D)² = Nσ − 2Nσ²/D + Nσ²/D = Nσ − Nσ²/D.

This is the bracket in (8). For U > J, AMF lowers the energy, relative to FLL, in proportion to the departure of the occupations from an even spread. An empty or full spin channel has no such departure. High-spin d⁵ has one full and one empty channel, so it gains nothing.

Second, compare the exchange energies that the schemes subtract. In (2) the part that depends on M is

−½J · M²/2 = −J M²/4.

In (7), the first term contributes −U M²/4, and the second contributes ½(U − J)(4/5)(M²/2) = (U − J)M²/5. Their sum is

−[5U − 4(U − J)]M²/20 = −[(U + 4J)/5] M²/4.

Both have the form −I M²/4, with I_FLL = J and I_AMF = (U + 4J)/5. For the parameters of the problem these are 1.0 eV and 1.8 eV. AMF assumes that the functional holds the larger exchange energy and removes it. The excess, I_AMF − I_FLL = (U − J)/5, is the origin of the M² term in (9).

**(d) The table.** The averages follow from (6) and (9). The range for individual determinants needs the separate integrals. From F2 + F4 = 14J = 14 eV and F4 = 0.625 F2,

F2 = 14/1.625 = 8.615 eV, F4 = 5.385 eV.

For complex orbitals, with m the angular momentum along z, the multipole expansion gives

U_mm' = Σ_k Fk c_k(m,m) c_k(m',m'),
J_mm' = Σ_k Fk [c_k(m,m')]²,
c_k(m,m') = √(4π/(2k+1)) ∫ Y*_2m Y_k,m−m' Y_2m' dΩ.

The angular integrals were evaluated by Gauss–Legendre quadrature. Equation (1) was then evaluated for all 2¹⁰ = 1024 determinants, and the lowest and highest Δ_FLL were taken in each group of fixed N and M.

All energies in the table are in eV. The average of Δ_FLL is zero in every row. The last column is the average of Δ_AMF. By (9) it is also the amount to add to any Δ_FLL in that row to obtain Δ_AMF. Reversing all spins gives the rows with M < 0.

| N | M | E_FLL | E_AMF | Δ_FLL min, max | ⟨Δ_AMF⟩ |
|---|---|---|---|---|---|
| 0 | 0 | 0.0 | 0.0 | 0, 0 | 0.0 |
| 1 | 1 | 0.0 | 1.6 | 0, 0 | −1.6 |
| 2 | 0 | 5.0 | 8.2 | −0.63, 1.14 | −3.2 |
| 2 | 2 | 4.0 | 6.4 | −0.52, 0.86 | −2.4 |
| 3 | 1 | 14.0 | 18.0 | −1.09, 2.29 | −4.0 |
| 3 | 3 | 12.0 | 14.4 | −0.52, 0.86 | −2.4 |
| 4 | 0 | 28.0 | 32.8 | −1.37, 4.58 | −4.8 |
| 4 | 2 | 27.0 | 31.0 | −1.03, 2.12 | −4.0 |
| 4 | 4 | 24.0 | 25.6 | 0, 0 | −1.6 |
| 5 | 1 | 46.0 | 50.8 | −1.83, 3.44 | −4.8 |
| 5 | 3 | 44.0 | 47.2 | −1.14, 0.63 | −3.2 |
| 5 | 5 | 40.0 | 40.0 | 0, 0 | 0.0 |
| 6 | 0 | 69.0 | 73.8 | −1.37, 4.58 | −4.8 |
| 6 | 2 | 68.0 | 72.0 | −1.03, 2.12 | −4.0 |
| 6 | 4 | 65.0 | 66.6 | 0, 0 | −1.6 |
| 7 | 1 | 96.0 | 100.0 | −1.09, 2.29 | −4.0 |
| 7 | 3 | 94.0 | 96.4 | −0.52, 0.86 | −2.4 |
| 8 | 0 | 128.0 | 131.2 | −0.63, 1.14 | −3.2 |
| 8 | 2 | 127.0 | 129.4 | −0.52, 0.86 | −2.4 |
| 9 | 1 | 164.0 | 165.6 | 0, 0 | −1.6 |
| 10 | 0 | 205.0 | 205.0 | 0, 0 | 0.0 |

As an example, low-spin d⁵ has N↑ = 3 and N↓ = 2. Equations (2) and (7) give

E_FLL = ½·5·5·4 − ½·1·(3·2 + 2·1) = 50 − 4 = 46 eV,
E_AMF = 5·3·2 + ½·4·(4/5)·(9 + 4) = 30 + 20.8 = 50.8 eV.

The average AMF correction is 46 − 50.8 = −4.8 eV. For high-spin d⁵, with N↑ = 5 and N↓ = 0,

E_FLL = 50 − ½·1·5·4 = 40 eV,
E_AMF = 0 + ½·4·(4/5)·25 = 40 eV,

and the average correction is zero.

The range of Δ_FLL shrinks to zero wherever each spin channel is empty, full, or one electron away from that with the other channel empty or full. A filled channel is spherical, so a lone electron or hole has the same energy in every d orbital. Elsewhere the range depends on the orbitals used to build the determinants. For d⁵ with M = 1, real orbitals give a lowest Δ_FLL of −2.06 eV, against −1.83 eV for complex ones. The difference (9) is the same in both sets, because E_FLL and E_AMF contain only Nσ.

**(e) High against low spin.** The largest moment is M_high = N for N ≤ 5 and 10 − N for N ≥ 5. The smallest, M_low, is 0 for even N and 1 for odd N. The two differ for N = 2 to 8. By (9), the extra cost of high spin in AMF is

P = (U − J)(M_high² − M_low²)/(4D). (10)

For d⁵ this is

P = 4 × (25 − 1)/20 = 4.8 eV = 0.176 hartree.

The next table gives P and the change in the lowest correction from M_low to M_high, in eV, for complex orbitals. Since E_dc is constant within a group, the lowest correction belongs to the determinant of lowest E_I.

| N | P | lowest Δ_FLL | lowest Δ_AMF |
|---|---|---|---|
| 2, 8 | 0.8 | +0.11 | +0.91 |
| 3, 7 | 1.6 | +0.57 | +2.17 |
| 4, 6 | 3.2 | +1.37 | +4.57 |
| 5 | 4.8 | +1.83 | +6.63 |

The third column is positive: FLL is neutral towards spin on the orbital average, but not when the lowest determinants are compared. For d⁵ the reason is plain. High spin has a single determinant, which must equal its own average, while the 100 low-spin determinants spread about theirs and some lie below it.

This does not contradict Hund's first rule. The interaction energy of high-spin d⁵ is 40.0 eV, while the lowest low-spin determinant has 46.0 − 1.8 = 44.2 eV with complex orbitals and 46.0 − 2.1 = 43.9 eV with real ones. High spin is favoured by E_I itself. The correction looks different because E_dc has removed the average exchange energy, which the functional is supposed to supply.

For the same reason P is not a prediction of the ground-state spin. The total energy also contains the spin dependence of the functional and any crystal-field splitting, and in a self-consistent calculation the occupations respond to the correction and need not stay integer. Moreover, M labels a determinant, not a multiplet: a determinant with M = 0 can be a mixture of states of different total spin.

**Variation 1: a functional without spin polarisation**

Suppose the functional treats both spins alike, so that each double counting is evaluated with N↑ and N↓ replaced by N/2. The determinant in E_I keeps its moment. Does AMF still penalise high spin relative to FLL?

**Solution.** Each E_dc now depends on N alone. Replacing Nσ by N/2 in (8) gives

Δ_AMF − Δ_FLL = −½(U − J) · 2[N/2 − N²/(4D)] = (U − J)[N²/(4D) − N/2].

This contains no M, so the relative penalty vanishes. The spin dependence of both corrections is that of E_I. By (5), its orbital average varies with M as

−U M²/4 + ½(U − J)M²/2 = −J M²/4.

From M = 1 to M = 5 in d⁵, both average corrections change by −1 × (25 − 1)/4 = −6 eV, in favour of high spin. This is the step from 46 to 40 eV in ⟨E_I⟩. The penalty in (9) therefore belongs to double countings that depend on the two spins separately.

**Variation 2: a half-filled shell of any l**

Let the shell have D = 2l + 1 orbitals with l ≥ 1. Define U and U − J as the average interactions of opposite-spin and equal-spin pairs. What does AMF add, relative to FLL, to the cost of M = D over M = 1 when N = D?

**Solution.** Steps (5), (7) and (8) use only D and the two pair averages, so (9) and (10) hold for any l with this definition of J. Since D is odd, the lowest moment is 1, and

D² − 1 = (2l + 1)² − 1 = 4l² + 4l = 4l(l + 1).

Equation (10) then gives

P = (U − J)(D² − 1)/(4D) = (U − J) l(l + 1)/(2l + 1).

The factor is 2/3 for a p shell, 6/5 for a d shell and 12/7 for an f shell. With U − J = 4 eV and l = 2 this returns the 4.8 eV found above. For large l the factor tends to l/2 + 1/4, so at fixed U − J the penalty grows about linearly with l: high spin leaves both channels without any departure from an even spread, while low spin has two channels near half filling, where that departure is largest.
